# Energy limits on electron avalanches in a thin dielectric film

## Problem

A dielectric film 20 nm thick carries a field of 5 MV/cm. An electron enters at the cathode and may free further electrons by impact ionization: a fast electron lifts a valence electron across the gap and leaves a hole behind. The ionization threshold is 9 eV, and the gap is taken to be 9 eV as well. A proposed breakdown mechanism needs forty successive generations of ionization, so that one electron can become $2^{40}\approx1.1\times10^{12}$ electrons.

1. How much kinetic energy can the field give an electron in one crossing? Does the answer depend on the band structure or on the uniformity of the field?
2. If electrons ionize but holes do not, how many generations does energy conservation allow, and how many electrons can one injected electron produce?
3. How thick must the film be, at the same field, for forty generations?
4. What changes if the electron enters by tunnelling through a 3.1 eV barrier?
5. Does the limit survive if holes can ionize too?
6. Which neglected effects could overturn the answer to part 2?

## Conventions and assumptions

Let $x$ run from the cathode at $x=0$ to the anode at $x=d$. The electrostatic potential $u(x)$ rises from $0$ to $V$, and $F=du/dx$ is the field strength, taken positive throughout the film. The elementary charge is $q>0$, so an electron has potential energy $-qu$ and feels a force $+qF$ towards the anode. Its kinetic energy $K\ge0$ is measured from the local conduction-band edge, and $K_0$ is its value at entry.

A generation is one ionization along a line of descent. At each ionization the line may be continued through either outgoing electron. The event requires $K\ge E_{th}$ and uses up the gap energy $E_g\le E_{th}$. For parts 1 to 3, pairs are created at a point, electrons take no energy from lattice vibrations or from other carriers, and the contacts return nothing to the film.

## Solution

### 1. The energy gained in one crossing

Between collisions, a band electron with crystal momentum $p$ obeys

$$\frac{dp_x}{dt}=qF(x),\qquad v_x=\frac{\partial K}{\partial p_x}.$$

The field changes $p_x$ alone, so the chain rule gives

$$\frac{dK}{dt}=\frac{\partial K}{\partial p_x}\frac{dp_x}{dt}=v_x\,qF=q\frac{du}{dx}\frac{dx}{dt}=q\frac{du}{dt}.$$

Integrating from entry, where $u=0$,

$$K=K_0+qu(x).$$

The function $K(p)$ was never specified, and neither was the profile $F(x)$. The gain depends on the potential reached. An electron that is scattered backwards returns the energy it had gained, so a zigzag path earns no more than a straight one. Emission of phonons lowers $K$ further. With losses included, therefore,

$$K\le K_0+qu(x)\le K_0+qV .$$

Since 1 cm is $10^7$ nm, 5 MV/cm is 0.50 V/nm, and

$$qV=qFd=0.50\ \text{eV/nm}\times20\ \text{nm}=10\ \text{eV}.$$

As a numerical test, the equations of motion were integrated from rest for the non-uniform field $F=0.5\,[1+0.6\cos(2\pi x/d)]$ V/nm, whose average is 0.5 V/nm, and the nonparabolic band $K(1+\alpha K)=p^2/2m$ with $\alpha=0.3\ \text{eV}^{-1}$. The energy at the anode came out as 10.0000 eV.

### 2. The number of generations

Just before an ionization the primary electron has kinetic energy $K$. Afterwards there are two electrons and a hole, and their kinetic energies add up to $K-E_g$. None of them is negative, so neither electron can carry more than $K-E_g$. Each ionization thus lowers the energy ceiling of the line by at least $E_g$. After $n-1$ ionizations, at potential $u$,

$$K\le K_0+qu-(n-1)E_g .$$

For the $n$th ionization to occur, $K$ must be at least $E_{th}$. The most favourable place is the anode, where $u=V$. Hence

$$K_0+qV-(n-1)E_g\ge E_{th}.$$

Moving $(n-1)E_g$ to the right and $E_{th}$ to the left, then dividing by $E_g$,

$$n-1\le\frac{qV+K_0-E_{th}}{E_g}.$$

Because $n$ is an integer, the largest allowed value is

$$n_{max}=1+\left\lfloor\frac{qV+K_0-E_{th}}{E_g}\right\rfloor\quad\text{if } qV+K_0\ge E_{th},$$

and $n_{max}=0$ otherwise; $\lfloor\ \rfloor$ means rounding down. For an electron that enters at the band edge, $K_0=0$ and

$$n_{max}=1+\left\lfloor\frac{10-9}{9}\right\rfloor=1 .$$

Each generation at most doubles the number of electrons, so one injected electron becomes at most $2^1=2$. The first ionization can occur no earlier than $9/0.50=18$ nm from the cathode. Two nanometres remain, worth 1 eV, while another ionization costs 9 eV.

The formula was tested against a search through all histories allowed on a 1 eV energy grid, including backward motion and energy loss. For the present numbers the search found one generation. It also agreed when the threshold exceeded the gap: for $qV=27$ eV, $E_g=6$ eV and $E_{th}=9$ eV, both give four.

The distinction between threshold and gap matters because an electron needs $E_{th}$ to ionize but spends $E_g$. If the gap were 6 eV and the threshold still 9 eV, the 10 V film would allow $1+\lfloor1/6\rfloor=1$ generation, as before.

### 3. The thickness for forty generations

With $E_g=E_{th}$ and $K_0=0$ the formula reduces to $n_{max}=\lfloor qV/E_g\rfloor$. Forty generations then require

$$qV\ge40\times9\ \text{eV}=360\ \text{eV},\qquad d\ge\frac{360\ \text{eV}}{0.50\ \text{eV/nm}}=720\ \text{nm}.$$

This is a necessary thickness. It assumes that no energy is lost to phonons and that every electron ionizes as soon as it reaches the threshold, which gives one generation per 18 nm. Real losses make the required thickness larger.

Conversely, if the film stays at 10 V and the threshold equals the cost, forty generations are possible when each ionization costs no more than $10/40=0.25$ eV. That is far below the gap of an insulator.

### 4. Entry by tunnelling

An electron that tunnels from the cathode Fermi level does not start at the conduction-band edge. At the cathode that edge lies $\Phi=3.1$ eV above the Fermi level, and inside the film it falls to $\Phi-qu$. The total energy is conserved in tunnelling, so measured from the local edge

$$K=0-(\Phi-qu)=qu-\Phi .$$

The electron emerges where $K=0$, that is at $x=3.1/0.50=6.2$ nm. At the anode it has at most

$$K=10-3.1=6.9\ \text{eV}.$$

This is below 9 eV, so $n_{max}=0$. In the formula of part 2, tunnel entry amounts to replacing $K_0$ by $-\Phi$. The first ionization then needs a film voltage of $9+3.1=12.1$ V. The single generation of part 2 belongs to an electron placed at the band edge right at the cathode, for instance one lifted over the barrier by light.

### 5. If holes ionize too

The bound in part 2 rests on one-way motion: a line of electrons falls through the voltage once. A hole falls the other way. Suppose that holes also ionize at 9 eV, and follow this history:

- An electron goes from $u=0$ to $u=9.5$ V, gains 9.5 eV and ionizes. A hole is left at 9.5 V.
- The hole starts with no kinetic energy, moves back to 0.5 V, gains 9 eV and ionizes. A new electron appears at 0.5 V.
- That electron moves to 9.5 V, gains 9 eV and ionizes, leaving a hole at 9.5 V.

The last two steps can repeat without end. No carrier ever has more than 10 eV, and energy is conserved, because the voltage source pays 9 eV for each leg. The search through allowed histories, with hole ionization switched on, reached its stopping point of forty generations at 10 V. At 8 V it found none, since the first electron cannot reach 9 eV. For the same reason the chain does not start at 10 V with tunnel entry, where the first electron reaches at most 6.9 eV.

The statement "an electron gains at most 10 eV, so forty generations are impossible" is therefore incomplete. Within the other assumptions listed at the start, it becomes correct when one adds that holes do not ionize and that the contacts do not feed carriers back. The two-carrier history is allowed by energy; whether it is likely depends on scattering rates, which energy conservation does not supply. It also needs a hole threshold within reach. The first hole is born with at most 1 eV and falls through at most 10 V, so a hole threshold above 11 eV closes the chain in this film. For parabolic bands and no phonon assistance, momentum conservation puts the threshold of a carrier of mass $m_1$, with $m_2$ the mass of the opposite carrier, at $E_g(2m_1+m_2)/(m_1+m_2)$; for masses of 0.5 and 3 free-electron masses this is about 10 eV for the light electron and 17 eV for the heavy hole.

### Table of cases

The available energy is $qV+K_0$, with $-\Phi$ in place of $K_0$ for tunnel entry. Threshold and cost are equal in every row.

| Case | Available (eV) | Cost (eV) | $n_{max}$ |
|---|---:|---:|---:|
| 20 nm, 5 MV/cm, band-edge entry | 10 | 9 | 1 |
| Same film, tunnel entry | 6.9 | 9 | 0 |
| 20 nm, 10 MV/cm, band-edge entry | 20 | 9 | 2 |
| 20 nm, 5 MV/cm, 3 eV defects | 10 | 3 | 3 |
| 720 nm, 5 MV/cm, band-edge entry | 360 | 9 | 40 |
| 20 nm, 5 MV/cm, band-edge entry, holes ionize at 9 eV | 10 per leg | 9 | no energy limit |

Doubling the field to 10 MV/cm, a rough breakdown value for a good oxide, raises the limit to two generations, or four electrons. Defects that can be ionized for 3 eV raise it to three generations, or eight electrons. Neither comes near forty.

### 6. The neglected effects

**Phonon emission.** Take, as rough values, one phonon of 0.15 eV emitted per nanometre of path. On a straight path over the 18 nm before the first possible ionization, the typical loss is

$$18\times0.15\ \text{eV}=2.7\ \text{eV}.$$

A path bent by scattering is longer and loses more. The margin is $10-9=1$ eV. A typical electron therefore fails to ionize even once; the one generation of part 2 is open to an electron that happens to emit at most six phonons.

**Heat.** A second generation would need 18 eV in all, which is 8 eV more than the field provides. At 400 K, $k_BT=0.0345$ eV, so the missing energy is about $232\,k_BT$. A thermal fluctuation of that size has a weight of order $e^{-232}$.

**Pair creation over a distance.** In a strong field the hole may appear slightly nearer the cathode than the electron. A displacement $\ell$ saves an energy $qF\ell$, or 0.5 eV per nanometre. To supply the missing 8 eV, the displacements in the two ionizations would have to add up to 16 nm, for example 8 nm in each, which is no slight displacement in a 20 nm film.

**Trapped positive charge.** Charge inside the film can create a potential maximum above $V$, and an electron can then gain more than $qV$ on its way to the maximum. Put a sheet of charge $\sigma$ per unit area at mid-film and let the potential there be $U$. The slope of $u$ is $2U/d$ on the cathode side and $2(V-U)/d$ on the anode side. Gauss's law says that the slope drops by $\sigma/\varepsilon$ across the sheet, so

$$\sigma=\varepsilon\left[\frac{2U}{d}-\frac{2(V-U)}{d}\right]=\frac{4\varepsilon}{d}\left(U-\frac V2\right).$$

With relative permittivity 3.9, the peak reaches $U=V=10$ V when $\sigma=3.45\ \mu\text{C/cm}^2$, or $2.16\times10^{13}$ elementary charges per cm². The field on the cathode side is then 10 V over 10 nm, which is 10 MV/cm. Any larger charge breaks the 10 eV limit. Forty generations, however, would need $U=360$ V, hence $245\ \mu\text{C/cm}^2$ and a cathode-side field of 360 MV/cm, some 36 times the rough breakdown value.

**Energy pooled between electrons.** The two electrons leaving an ionization start at the same point and could share energy. In the 10 V film they hold at most 2 eV together at the anode, so the answer to part 2 stands. At higher voltage it can matter: at 20 V a group that stays together and pools its energy could ionize at 9, 13.5, 16.5 and 18.75 V and end as five electrons instead of four. Pooling between separately injected electrons requires them to meet, so their density must be estimated. For a triangular barrier and tunnelling mass $m$, the tunnelling probability at the Fermi level is, in the WKB approximation and up to a prefactor of order one, $e^{-S}$ with

$$S=\frac{2}{\hbar}\int_0^{\Phi/qF}\sqrt{2m(\Phi-qFx)}\,dx .$$

Substituting $y=\Phi-qFx$, $dx=-dy/(qF)$, turns the integral into

$$S=\frac{2\sqrt{2m}}{\hbar qF}\int_0^{\Phi}\sqrt y\,dy=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3\hbar qF}.$$

For $m=0.42$ free-electron masses this is $S=48.3$. Electrons at an energy $w$ below the Fermi level, counting the motion normal to the surface, see the barrier $\Phi+w$, provided that motion along the surface has the same mass in the contact and in the film. We make this approximation; using $0.42\,m_e$ for that motion in the film, with transverse momentum conserved, would multiply the current by about 0.42 for a metal-like contact of free-electron mass. For a silicon contact, with its small Fermi energy and light transverse mass, the factor is different. To count the electrons, take a free-electron contact of mass $m_e$ at zero temperature. The flux in an interval $dw$ is $2/h^3$ times $dw$ times the area of the disc of allowed transverse momenta, $\pi p_\perp^2=2\pi m_ew$. The current density is then

$$J=\frac{4\pi q m_e}{h^3}\int_0^\infty w\,e^{-S(\Phi+w)}\,dw=3.0\times10^{-14}\ \text{A/cm}^2,$$

evaluated numerically. The value is an order-of-magnitude estimate: the omitted prefactor lies between about 0.7 and 2 for contact Fermi energies from 0.2 to 12 eV, and a tunnelling mass of 0.35 or 0.50 in place of 0.42 would raise or lower the current by roughly a factor of 100. At 400 K the thermal spread of the contact electrons would raise this value about fourfold. The image force, which adds $-q^2/(16\pi\varepsilon_0\varepsilon_r x)$ to the barrier, raises the current by a factor of about 14 for $\varepsilon_r=2.2$, a rough optical permittivity, used here in place of the static 3.9 because the electron passes the barrier quickly. At a rough drift speed of $10^7$ cm/s an electron crosses in $2.0\times10^{-13}$ s. The number in the film at one time is the current per charge multiplied by this time:

$$\frac{14\times3.0\times10^{-14}}{1.6\times10^{-19}}\times2.0\times10^{-13}\approx5\times10^{-7}\ \text{per cm}^2 .$$

In this estimate two injected electrons practically never meet, and the fourfold increase at 400 K does not change that.

**Holes from the anode.** Energy conservation does not exclude this effect. An electron that left the cathode Fermi level and lost nothing arrives 10 eV above the anode Fermi level. With equal barriers at both contacts, the valence-band edge of the film lies $E_g-\Phi=9-3.1=5.9$ eV below that Fermi level. The arriving electron can give its energy to an electron of the contact at that depth and leave a hole able to enter the film. This costs 5.9 eV and leaves 4.1 eV to spare. On a straight path, phonon loss over the 13.8 nm travelled after tunnelling is about 2.1 eV at the rate above, which leaves the channel open. Frequent scattering lengthens the path and can raise the loss above 4.1 eV, so that only the more energetic electrons can still free a hole. The hole then drifts towards the cathode, and if it is trapped on the way it strengthens the cathode field.

The exponent shows why that matters. Since $S\propto1/F$, doubling the field at the cathode, as the charge sheet with $U=V$ does, halves $S$ from 48.3 to about 24. The tunnelling probability grows by a factor of about $e^{24}\approx3\times10^{10}$. Such feedback draws new electrons from the cathode, each with its own energy supply, and the bound on a single line of descent does not restrain it.

## The model and real films

The parameters lie in the regime of silicon dioxide between silicon contacts: a gap near 9 eV, an electron barrier near 3 eV and breakdown at roughly 10 MV/cm. They are rough typical values. Holes in this oxide are far less mobile than electrons and tend to become trapped, which supports leaving out hole ionization, though it does not prove that the rate is zero. Two of the changes considered above shift the energy limit but keep it finite: tunnel entry lowers it from one generation to none, while 3 eV defects, for electrons starting at the band edge, would raise it to three.

Interlayer dielectrics of low permittivity are often porous and richer in defects, and their gaps and barriers can differ from the values used here. For a layer of this kind, 20 nm thick, a field of 5 MV/cm belongs to accelerated stress tests: a logic supply of about 1 V across 20 nm gives 0.5 MV/cm. At 1 V an electron starting at the band edge cannot pay even for a 3 eV defect. A mechanism that needs several electronvolts per electron may therefore operate in the stress test and be closed in use, so extrapolating a lifetime from one to the other requires knowing which mechanism is at work.

The energy limit excludes a forty-generation electron avalanche in the 20 nm film under the stated conditions. It does not show that the film is safe from breakdown, because defect creation, trapped charge and feedback through the contacts need no long chain of ionizations. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
Film thickness: 20 nm
Field: 5 MV/cm
Field energy per nm: 0.50 eV
Largest energy gain: 10.0 eV
Gain from integrated motion, non-uniform field: 10.0000 eV
Gap (energy cost per pair): 9.0 eV
Ionization threshold: 9.0 eV
Distance to first ionization: 18.0 nm
Generations, electrons only: 1
Largest electron number per injected electron: 2
Electron number after 40 generations: 1.100e+12
Energy needed for 40 generations: 360 eV
Thickness needed at this field: 720 nm
Largest cost allowing 40 in this film: 0.25 eV
Generations if holes ionize, 10 V (search stops at 40): 40
Generations if holes ionize, 8 V: 0
Injection barrier: 3.1 eV
Kinetic energy at anode after tunnelling: 6.9 eV
Generations after tunnel injection: 0
Energy to inject a hole from the anode: 5.9 eV
Energy to spare for anode hole injection: 4.1 eV
Margin above first threshold: 1.0 eV
Phonon energy: 0.15 eV
Path per phonon emission: 1.0 nm
Phonon loss before first ionization distance: 2.7 eV
Energy missing for second generation: 8.0 eV
Temperature of use: 400 K
Thermal energy kT: 0.0345 eV
Missing energy / kT: 232
Rough breakdown field: 10 MV/cm
Energy gain at breakdown field: 20 eV
Generations at breakdown field: 2
Defect ionization energy: 3.0 eV
Generations by defect ionization: 3
Static relative permittivity: 3.9
Mid-film charge for peak = 10 V: 3.45 uC/cm2
Same, elementary charges: 2.16e+13 /cm2
Cathode-side field with that charge: 10 MV/cm
Mid-film charge for peak = 360 V: 245 uC/cm2
Cathode-side field with that charge: 360 MV/cm
Tunnelling mass: 0.42 free-electron masses
Tunnelling exponent, triangular barrier: 48.3
Tunnelling current, triangular barrier: 3.0e-14 A/cm2
Optical relative permittivity: 2.2
Current factor from image force: 14
Assumed drift speed: 1e+07 cm/s
Transit time: 2.0e-13 s
Electrons in film at once, with image force: 5.2e-07 /cm2
```
